# A Narrow Supercell Band Does Not by Itself Mean Heavy Electrons

Take a cubic supercell with an edge of 19.8 Å (1.98 nm) as a model of an oxide semiconductor. Its lowest conduction band rises by only 0.31 eV between the zone centre and the zone face. Read as the full rise from zone centre to zone face in a simple cubic crystal with a spacing of 3.3 Å, this gives an effective mass of 4.5 electron masses. The electrons in the model have a mass of 0.30. The error is a factor of fifteen, and an argument for localization built on it would rest on nothing but the size of the cell.

## The belief and its sound core

The belief is that a flat band means heavy or localized electrons. At a fixed lattice spacing, and for bands of the same shape, this is well founded as far as the mass is concerned. Consider a simple cubic lattice of spacing $a$ with one s orbital per site, site energy $6t$ and amplitude $-t$ for hopping to each of the six neighbours, with $t>0$. I use atomic units in the algebra, so that $\hbar=m_e=1$ and $m$ is the mass in electron masses. A Bloch wave acquires the phases $e^{\pm ik_ia}$ on the two neighbours along axis $i$, and therefore

$$E(\mathbf k)=6t-t\sum_i\left(e^{ik_ia}+e^{-ik_ia}\right)=2t\sum_{i=x,y,z}(1-\cos k_ia).$$

Near $\mathbf k=0$, $1-\cos k_ia\approx k_i^2a^2/2$, so $E\approx ta^2k^2$. Comparison with $k^2/2m$ gives

$$\frac1m=2ta^2 .$$

From $k_x=0$ to $k_x=\pi/a$ the energy rises by $4t$. With $a$ held fixed, a narrow band means a small $t$, and a small $t$ means a large $m$. The inference fails when $a$ is no longer the length that sets the size of the zone, even if the band itself is unchanged.

## What folding does

Describe the same perfect crystal in a cubic supercell of edge $L=Na$. Translation by $L$ along an axis multiplies a primitive Bloch wave by $e^{ik_iL}$. The supercell labels states by this phase alone, so wave vectors that differ by a multiple of $2\pi/L$ along any axis share one label $\mathbf K$. Hence $\mathbf k=\mathbf K+\mathbf G$, where $\mathbf G$ is a reciprocal vector of the supercell, and the folded bands are

$$E_{\mathbf G}(\mathbf K)=E(\mathbf K+\mathbf G).$$

On one branch $\mathbf G$ is constant, so $d\mathbf k=d\mathbf K$ and

$$\frac{\partial^2E_{\mathbf G}}{\partial K_i\,\partial K_j}=\left.\frac{\partial^2E}{\partial k_i\,\partial k_j}\right|_{\mathbf K+\mathbf G}.$$

The branch $\mathbf G=0$ has the primitive curvature at $\Gamma$. Folding cuts the curve into shorter pieces without stretching any piece along the wave-vector axis.

In the cubic model this branch is the lowest band throughout the supercell zone. Each term $1-\cos k_ia$ grows with $|k_i|$ up to $\pi/a$, so for $|K_i|\le\pi/L$ no other choice of $G_i$ gives a lower energy. The width from $\Gamma$ to the face centre X, at $K_x=\pi/L$, is

$$W=2t\left(1-\cos\frac{\pi}{N}\right)=4t\sin^2\frac{\pi}{2N}.$$

For large $N$ the sine may be replaced by its argument. With $t=1/(2ma^2)$,

$$W\approx\frac{\pi^2t}{N^2}=\frac{\pi^2}{2mL^2}.$$

The factor $1/L^2$ comes from the shorter range of wave vectors, and the mass is the same as before.

## Reading the width correctly

If all that is known is $W$, and the segment is nearly parabolic, the last equation gives the estimate

$$m_W=\frac{\pi^2}{2L^2W},\qquad \frac{m_W}{m}=\frac{(\pi/2N)^2}{\sin^2(\pi/2N)} .$$

The ratio follows by inserting the full expression for $W$ together with $1/m=2ta^2$. It exceeds one, because the cosine bends below its parabola before the boundary, and it tends to one as $N$ grows.

The mistaken reading sets $W=4t'$ and keeps the primitive spacing:

$$m_{\rm wrong}=\frac1{2t'a^2}=\frac{2}{Wa^2}=\frac{m}{\sin^2(\pi/2N)} .$$

It grows roughly as $N^2$ although nothing has happened to the electron.

For numbers, take $a=3.3$ Å and $m=0.30$. With $\hbar^2/m_e=7.62$ eV Å$^2$,

$$t=\frac{7.62}{2(0.30)(3.3)^2}=1.166\ \text{eV}.$$

For $N=6$, $\sin^2 15^\circ=0.0670$, so $W=4(1.166)(0.0670)=0.3125$ eV. The two readings are

$$m_W=\frac{7.62\,\pi^2}{2(19.8)^2(0.3125)}=0.307,\qquad
m_{\rm wrong}=\frac{2(7.62)}{(0.3125)(3.3)^2}=4.48 .$$

Diagonalizing the supercells in real space gives the following values, with masses in electron masses.

| $N$ | $W$ (eV) | mass at $\Gamma$ | $m_W$ | $m_{\rm wrong}$ |
|---|---|---|---|---|
| 1 | 4.665 | 0.300 | 0.740 | 0.30 |
| 2 | 2.332 | 0.300 | 0.370 | 0.60 |
| 4 | 0.683 | 0.300 | 0.316 | 2.05 |
| 6 | 0.313 | 0.300 | 0.307 | 4.48 |

The width falls fifteenfold while the curvature mass stays put. The parabolic estimate is poor for the primitive cell, whose segment covers the whole bend of the cosine, and is 2% high at $N=6$.

A width without a length is therefore ambiguous. Keep $a$ fixed, divide $t$ by four so that the mass is four times larger, and halve the cell to $N=3$. The width is then $4(t/4)\sin^2 30^\circ=t/4=0.292$ eV, within 7% of the width of the light band at $N=6$.

## A metal–oxygen chain

The folding argument made no use of the cosine, and a second band shows this. In a chain, place a metal s orbital at energy $D$ and an oxygen p orbital at energy zero in each cell. The two lobes of the p orbital have opposite signs, so the metal couples to the oxygen on its right with $v$ and to the one on its left with $-v$. The Bloch amplitudes $c_M$ and $c_O$ obey

$$(E-D)c_M=v(1-e^{-ika})c_O,\qquad Ec_O=v(1-e^{ika})c_M .$$

Eliminating $c_O$, and using $|1-e^{ika}|^2=2-2\cos ka=4\sin^2(ka/2)$, gives

$$E(E-D)=4v^2\sin^2\frac{ka}{2}.$$

The conduction band is the upper root,

$$E=\frac D2+\sqrt{\frac{D^2}{4}+4v^2\sin^2\frac{ka}{2}}
\approx D+\frac{v^2a^2k^2}{D},$$

so $1/m=2v^2a^2/D$. For $D=5.00$ eV and $v=2.415$ eV,

$$m=\frac{7.62\times5.00}{2(2.415)^2(3.3)^2}=0.300 .$$

Diagonalization of a supercell of five such cells also gives 0.300 at $\Gamma$. The full width of this band is $\sqrt{D^2/4+4v^2}-D/2=2.94$ eV, against 4.66 eV for the one-orbital chain with the same mass and spacing. Even at fixed $a$, the width gives the mass only if the shape of the band is known.

## When the minimum is elsewhere

The mass at the supercell $\Gamma$ is the mass of the band edge only if the band minimum lies there. Reverse the sign of the hopping in a one-orbital chain. Then $E=-2t(1-\cos ka)$, with its minimum of $-4t$ at $k=\pi/a$. This point folds onto $K=0$ if $\pi/a=2\pi j/(Na)$ for an integer $j$, that is, if $N=2j$ is even. For odd $N$ it folds onto $K=\pi/L$.

In the lowest folded band, $\Gamma$ lies 0.68 eV below the boundary for $N=4$ but 0.45 eV above it for $N=5$. With $N=4$ the curvature at $\Gamma$ is that of the primitive boundary minimum. With $N=5$ the minimum has to be sought at the supercell boundary.

## What a localized state looks like

A flat band can also come from a bound state, and its dependence on $L$ is different. In the original chain, with site energy $2t$ and hopping $-t$, lower one site per supercell by $U$. Below the band bottom put $E=2t-2t\cosh q$, where $q=\kappa a$ and $\kappa$ is the decay constant. Between traps at sites 0 and $N$ the solution is

$$\psi_n=\frac{\psi_0\sinh q(N-n)+\psi_N\sinh qn}{\sinh qN},\qquad \psi_N=e^{iKL}\psi_0 .$$

At the trap, the Schrödinger equation reads $(2t\cosh q-U)\psi_0=t(\psi_1+\psi_{-1})$. The Bloch condition gives $\psi_{-1}$ from the neighbouring interval, and the sum is

$$\psi_1+\psi_{-1}=2\psi_0\,\frac{\sinh q(N-1)+\sinh q\cos KL}{\sinh qN}.$$

Expanding $\sinh q(N-1)=\sinh qN\cosh q-\cosh qN\sinh q$ cancels the terms $2t\cosh q$ and leaves

$$U=2t\sinh q\,\frac{\cosh qN-\cos KL}{\sinh qN}.$$

For an isolated trap the fraction is one, so $\sinh q_0=U/2t$. For well-separated traps it is approximately $1-2e^{-q_0N}\cos KL$. Writing $q=q_0+\delta$ and keeping first order,

$$\delta\cosh q_0=2\sinh q_0\,e^{-q_0N}\cos KL .$$

Since $dE/dq=-2t\sinh q$, the energy shift is $-2t\delta\sinh q_0$. It is proportional to $-\cos KL$, and from $KL=0$ to $\pi$ it changes by

$$W\approx8t\,\frac{\sinh^2q_0}{\cosh q_0}\,e^{-q_0N}.$$

The band is thus $\text{const}-(W/2)\cos KL$. Its second derivative at $\Gamma$ is $1/m=WL^2/2$, so the apparent mass grows as $e^{\kappa L}/L^2$.

In a chain a trap of any depth binds. In the cubic lattice a single lowered site binds only if $U$ exceeds about $3.96t$, here 4.6 eV, so the numbers that follow belong to the chain. Take $U=1.50$ eV with $t$ and $a$ as before. The amplitude decays over $1/\kappa=5.45$ Å. For $N=12$, $L=39.6$ Å and the width is 2.27 meV. The leading-order mass is $2(7.62)/[(0.00227)(39.6)^2]=4.3$, in agreement with the diagonalized curvature. For $N=18$ the width is 0.060 meV and the mass is 72. From 12 to 18 cells this width falls by a factor of 38, whereas $1/L^2$ scaling would give 2.25.

At $N=6$ the apparent mass of the trap band is only 0.54. Neighbouring traps still overlap, and a state that is bound at an isolated trap looks mobile. One small cell can therefore mislead in the opposite direction as well. Comparing several values of $L$, with the trap and the host unchanged, separates the two cases only if the cells reach several decay lengths. A shallow trap can escape the test: for $U=0.10$ eV in the chain the decay length is 77 Å, and from $N=6$ to $N=18$ the width falls by a factor of 9.9, close to the factor of 9 from $1/L^2$ scaling.

## Disorder changes the width first

An amorphous cell is not a folded crystal, so the effect of disorder has to be estimated. Add independent random site energies $\varepsilon_j$ of zero mean and standard deviation $\sigma$ to the cubic lattice. At X the plane waves with $k_x=\pm\pi/L$ are degenerate. They are coupled by

$$V_G=\frac1{N^3}\sum_j\varepsilon_je^{-iGx_j},\qquad G=\frac{2\pi}{L}.$$

A degenerate pair coupled by $V_G$ splits by $\pm|V_G|$. The average of the $\varepsilon_j$ in a given cell shifts $\Gamma$ and X equally, so to first order

$$W\approx W_0-|V_G|,$$

where $W_0$ is the clean width. At $\Gamma$ the lowest state is not degenerate. Apart from that same constant shift, its energy changes at second order,

$$\Delta E(\mathbf K)\approx-\sum_{\mathbf G\ne0}\frac{|V_{\mathbf G}|^2}{E(\mathbf K+\mathbf G)-E(\mathbf K)},$$

and so does its curvature.

For $N=6$ and $\sigma=0.30$ eV, an average over 20 random cells gives $|V_G|=0.019$ eV and $W=0.293$ eV, a loss of 6% from the clean width. The last digit of $|V_G|$ depends on the sample; the ensemble mean is $\tfrac{\sqrt\pi}{2}\,\sigma/N^{3/2}=0.018$ eV. The mean mass at $\Gamma$ is 0.302, a rise of less than 1% at this cell size. Doubling the disorder multiplies the mean curvature shift by 4.00, as a second-order effect should.

This expansion has a limit. The variance of the sum gives a root-mean-square $|V_G|$ of $\sigma/N^{3/2}$, while $W_0\approx\pi^2t/N^2$. Their ratio, $\sigma\sqrt N/(\pi^2t)$, grows with the cell. It is 0.06 at $N=6$, and it would reach one near $N=(\pi^2t/\sigma)^2\approx1500$. Well before that size the clean folded band is no longer a good starting point. The rise of the mass at $\Gamma$ also grows, roughly in proportion to $N$, because most of the curvature sum comes from the first few shells of small $\mathbf G$, whose terms scale as $|V_{\mathbf G}|^2/G^4$. Stronger disorder brings the limit to smaller cells.

## Beside a real oxide

The mass and spacing used here are rough values in the regime of the conduction band of amorphous indium gallium zinc oxide. The cubic lattice is not its atomic structure, and the model's total width of $12t\approx14$ eV should not be taken as that of a real conduction band, where further orbitals enter. Real films break perfect periodicity. In the model at $N=6$, adding 10% random variation of the hopping to the site disorder raises the mean mass to 0.305, with a standard deviation of 0.002 to 0.003 between cells. This rise depends on the cell size and is not a prediction for a film. At a high channel density of $10^{19}$ cm$^{-3}$, the parabolic Fermi energy at zero temperature is 0.056 eV. At 300 K the gas is only weakly degenerate, and the chemical potential is 0.044 eV. For a wave vector along an axis, the curvature in that direction is $2ta^2\cos ka$, so the longitudinal mass at energy $E$ is $m/(1-E/2t)$. At 0.134 eV, three thermal energies at 300 K above 0.056 eV, it is 6% larger than $m$, while the two transverse masses are unchanged. This figure depends on the shape of the band. In the metal–oxygen chain, which has the same edge mass and spacing, the curvature mass at the same energy above the band bottom is 25% larger than at the edge. Strong band tails, oxygen vacancies and correlated disorder are not sized here, and they can produce bound states that need the test with $L$.

For the mass at the band edge, the largest correction among those estimated comes from the ions, which a static band calculation holds fixed. In the Fröhlich model, with $\hbar$, the band mass and the phonon frequency set to one, the squared coupling is $4\pi\alpha/(\sqrt2q^2)$. With $x$ the cosine of the angle between electron momentum $p$ and phonon momentum $q$, the second-order energy is

$$\Delta E(p)=-\frac{\alpha}{\sqrt2\,\pi}\int_0^\infty dq\int_{-1}^{1}\frac{dx}{1+q^2/2-pqx}.$$

Expanding to order $p^2$ and integrating over $x$ gives the momentum-dependent part

$$-\frac{\sqrt2\,\alpha p^2}{3\pi}\int_0^\infty\frac{q^2\,dq}{(1+q^2/2)^3}
=-\frac{\sqrt2\,\alpha p^2}{3\pi}\cdot\frac{\sqrt2\,\pi}{8}=-\frac{\alpha p^2}{12},$$

where the substitution $q=\sqrt2\tan\phi$ does the integral. Added to $p^2/2$, this multiplies the inverse mass by $1-\alpha/6$, which to first order raises the mass by $\alpha/6$. Rough inputs are a phonon energy of 0.05 eV and dielectric constants of 4 at high frequency and 10 at zero frequency. With the Hartree energy of 27.2 eV,

$$\alpha=\left(\frac14-\frac1{10}\right)\sqrt{\frac{0.30\times27.2}{2\times0.05}}\approx1.4 .$$

The mass rises by about 23%, from 0.30 to 0.37. This is an estimate for slow electrons at weak coupling, and it applies if 0.30 is the mass with the ions held still. At this $\alpha$ higher orders add a little, and Feynman's variational method gives a rise of about 28%. The estimate also assumes few carriers. At $10^{19}$ cm$^{-3}$ the Fermi energy is already comparable to the phonon energy and the electrons screen the coupling, so it should not be carried over to that density. A rise of 23 to 28% is far from the fifteenfold error of the mistaken reading. None of these masses fixes a mobility, which also requires the scattering time. The numerical output below lists the values for each supercell size, with averages over the random cells.

## Table of computed values

```
Input spacing a = 3.30 angstrom
Input mass = 0.30 m_e
Hopping t = 1.1662 eV
Cubic supercells: W from Gamma to X; masses in m_e
 N=1, L=3.3 angstrom: W=4.6648 eV
  Gamma mass=0.3003, width mass=0.7402, mistaken mass=0.300
 N=2, L=6.6 angstrom: W=2.3324 eV
  Gamma mass=0.3001, width mass=0.3701, mistaken mass=0.600
 N=4, L=13.2 angstrom: W=0.6831 eV
  Gamma mass=0.3000, width mass=0.3159, mistaken mass=2.049
 N=6, L=19.8 angstrom: W=0.3125 eV
  Gamma mass=0.3000, width mass=0.3069, mistaken mass=4.478
Four-times-heavier band, N=3: W = 0.2916 eV
Two-orbital chain: separation = 5.00 eV
Two-orbital chain: coupling = 2.4147 eV
Two-orbital supercell, N=5: Gamma mass = 0.3000 m_e
Boundary minimum: E(boundary)-E(Gamma), N=4: 0.6831 eV
Boundary minimum: E(boundary)-E(Gamma), N=5: -0.4454 eV
Trap depth U = 1.50 eV; decay length = 5.451 angstrom
 Trap N=6: W=8.8330e-02 eV, apparent mass=0.536 m_e
 Trap N=12: W=2.2701e-03 eV, apparent mass=4.346 m_e
 Trap N=18: W=6.0029e-05 eV, apparent mass=72.058 m_e
Site disorder = 0.30 eV; N=6; cells=20
Mean boundary coupling |V_G| = 0.0188 eV
Mean disordered W = 0.2929 eV
Rms error of first-order W = 0.00169 eV
Mean Gamma mass, site disorder = 0.3019 m_e
Curvature-shift ratio on doubling disorder = 3.996
Added relative hopping disorder = 10.0 percent
Mean mass, both disorders = 0.3051 m_e
Standard deviation of that mass = 0.0024 m_e
Electron density = 1.0e+19 cm^-3
Fermi energy above band bottom = 0.0564 eV
Thermal energy at 300 K = 0.0259 eV
Axial mass rise at EF+3kT = 6.09 percent
Rough phonon energy = 0.050 eV
Rough dielectric constants = 4.0, 10.0
Polaron coupling alpha = 1.355
First-order polaron mass rise = 22.6 percent
```
